# Linear response of degenerate electrons: Vlasov and Wigner-Hartree equations compared

**Setting.** Electrons of charge $-e$, mass $m$ and density $n_0$ move on a rigid, uniform, neutralizing background at zero temperature. They interact only through their mean electrostatic (Hartree) field; exchange, correlation and collisions are left out. The phase-space occupation per spin is $f(\mathbf r,\mathbf p,t)$, so

$$n=2\int\frac{d^3p}{(2\pi\hbar)^3}\,f,\qquad f_0=\theta(p_F-p),\qquad p_F=\hbar k_F=mv_F,\qquad n_0=\frac{k_F^3}{3\pi^2}.$$

The total potential energy $U=U_{\rm ext}+U_H$ is weak. Perturbations vary as $e^{i\mathbf q\cdot\mathbf r-i\omega t}$, and the same letters denote their amplitudes. The drive is switched on slowly from the distant past, so $\omega$ means $\omega+i0$. Write $\delta n=\chi U$ and use

$$u=\frac{\omega}{qv_F},\qquad z=\frac{q}{2k_F},\qquad N_0=\frac{mk_F}{\pi^2\hbar^2},\qquad \chi=-N_0F .$$

## (a) Linearize the Vlasov equation. Find $F=F_V$ and the dielectric function.

**Answer.** The Vlasov equation is

$$\partial_tf+\frac{\mathbf p}{m}\cdot\nabla f-\nabla U\cdot\partial_{\mathbf p}f=0 .$$

Put $f=f_0+f_1$. Since $f_0$ is uniform and $U$ is already of first order, the force term keeps only $f_0$:

$$-i\left(\omega-\frac{\mathbf q\cdot\mathbf p}{m}\right)f_1-iU\,\mathbf q\cdot\partial_{\mathbf p}f_0=0
\;\Rightarrow\;
f_1=-\frac{U\,\mathbf q\cdot\partial_{\mathbf p}f_0}{\omega-\mathbf q\cdot\mathbf p/m}.$$

For the Fermi step, $\partial_{\mathbf p}f_0=-\hat{\mathbf p}\,\delta(p-p_F)$. With $\mu$ the cosine of the angle between $\mathbf p$ and $\mathbf q$,

$$\delta n=\frac{2\cdot2\pi p_F^2}{(2\pi\hbar)^3}\,U\int_{-1}^{1}\frac{q\mu\,d\mu}{\omega-qv_F\mu}
=\frac{p_F^2}{2\pi^2\hbar^3v_F}\,U\int_{-1}^{1}\frac{\mu\,d\mu}{u-\mu}.$$

Because $p_F^2/v_F=m\hbar k_F$, the prefactor is $N_0/2$. Writing $\mu/(u-\mu)=-1+u/(u-\mu)$ gives

$$F_V(u)=1-\frac u2L(u),\qquad L(u)=\ln\frac{u+1}{u-1}.$$

For real $|u|<1$, the $+i0$ puts the argument of the logarithm just below the negative real axis. Hence $L=\ln|(u+1)/(u-1)|-i\pi$ and $\operatorname{Im}F_V=\pi u/2$. This is absorption by electrons on the Fermi surface whose velocity along $\mathbf q$ equals $\omega/q$. For $|u|>1$ there are none.

The Hartree energy obeys $\nabla^2U_H=-e^2\delta n/\varepsilon_0$, so $U_H=e^2\delta n/(\varepsilon_0q^2)$. Then $U=U_{\rm ext}+e^2\chi U/(\varepsilon_0q^2)$, and

$$\varepsilon=\frac{U_{\rm ext}}{U}=1-\frac{e^2\chi}{\varepsilon_0q^2}=1+\frac{k_{TF}^2}{q^2}F,\qquad k_{TF}^2=\frac{e^2N_0}{\varepsilon_0}.$$

This closure does not depend on which kinetic equation supplies $F$.

## (b) Derive and linearize the Wigner-Hartree equation. Write its response as a sum over electron transitions.

**Answer.** With $\rho$ the one-particle density matrix per spin, define

$$f(\mathbf r,\mathbf p)=\int d^3s\,e^{-i\mathbf p\cdot\mathbf s/\hbar}\,\rho(\mathbf r+\mathbf s/2,\mathbf r-\mathbf s/2).$$

The mean-field von Neumann equation is

$$i\hbar\,\partial_t\rho(\mathbf r_1,\mathbf r_2)=\left[-\frac{\hbar^2}{2m}(\nabla_1^2-\nabla_2^2)+U(\mathbf r_1)-U(\mathbf r_2)\right]\rho .$$

Here $\nabla_{1,2}=\tfrac12\nabla_{\mathbf r}\pm\nabla_{\mathbf s}$, so $\nabla_1^2-\nabla_2^2=2\nabla_{\mathbf r}\cdot\nabla_{\mathbf s}$. Integration by parts turns $\nabla_{\mathbf s}$ into $i\mathbf p/\hbar$, and the kinetic term becomes $-i\hbar(\mathbf p/m)\cdot\nabla f$. Therefore

$$i\hbar\left(\partial_t+\frac{\mathbf p}{m}\cdot\nabla\right)f=\int d^3s\,e^{-i\mathbf p\cdot\mathbf s/\hbar}\left[U(\mathbf r+\tfrac{\mathbf s}2)-U(\mathbf r-\tfrac{\mathbf s}2)\right]\rho .$$

For a plane wave the bracket contains $e^{i\mathbf q\cdot\mathbf s/2}-e^{-i\mathbf q\cdot\mathbf s/2}$. These factors replace $\mathbf p$ in the Fourier exponent by $\mathbf p\mp\hbar\mathbf q/2$. To first order,

$$f_1=U\,\frac{f_0(\mathbf p-\hbar\mathbf q/2)-f_0(\mathbf p+\hbar\mathbf q/2)}{\hbar\omega-\hbar\mathbf q\cdot\mathbf p/m}.$$

Set $\mathbf p=\hbar(\mathbf k+\mathbf q/2)$ and $\epsilon_k=\hbar^2k^2/2m$. Then

$$\frac{\hbar\mathbf q\cdot\mathbf p}{m}=\frac{\hbar^2}{2m}(2\mathbf k\cdot\mathbf q+q^2)=\epsilon_{\mathbf k+\mathbf q}-\epsilon_{\mathbf k},$$

and integration over momentum gives

$$\chi_W=2\int\frac{d^3k}{(2\pi)^3}\,\frac{f_0(\mathbf k)-f_0(\mathbf k+\mathbf q)}{\hbar\omega+\epsilon_{\mathbf k}-\epsilon_{\mathbf k+\mathbf q}+i0}.$$

This is the Lindhard response. The Vlasov form replaces the finite difference of occupations by a derivative.

## (c) Express $\chi_W$ through the Vlasov response and obtain its closed form.

**Answer.** Write the finite difference as an integral:

$$f_0(\mathbf p-\tfrac{\hbar\mathbf q}2)-f_0(\mathbf p+\tfrac{\hbar\mathbf q}2)=-\int_{-1/2}^{1/2}d\lambda\;\hbar\mathbf q\cdot\partial_{\mathbf p}f_0(\mathbf p+\lambda\hbar\mathbf q).$$

For a step, the derivative is understood as a delta function under the momentum integral. Take $\mathbf p'=\mathbf p+\lambda\hbar\mathbf q$ as the new integration variable. The denominator becomes $\hbar(\omega+\lambda\hbar q^2/m-\mathbf q\cdot\mathbf p'/m)$, and so

$$\chi_W(q,\omega)=\int_{-1/2}^{1/2}d\lambda\;\chi_V\!\left(q,\omega+\lambda\frac{\hbar q^2}{m}\right).$$

Quantum recoil averages the classical response over a frequency window. In units of $qv_F$ the shift is $\lambda q/k_F=2\lambda z$, hence

$$F_L(u,z)=\frac1{2z}\int_{u-z}^{u+z}F_V(x)\,dx .$$

To integrate, let $g(x)=(1-x^2)L(x)$. Since $L'=2/(1-x^2)$, we have $g'=2-2xL$, and therefore $F_V=\tfrac12+\tfrac14g'$. The result is

$$F_L(u,z)=\frac12+\frac{g(u+z)-g(u-z)}{8z},$$

the closed form of the Lindhard function.

The same average gives the absorption. For $0\le u<1-z$ the whole window lies inside $|x|<1$, and the mean of $\pi x/2$ is $\pi u/2$, equal to the Vlasov value. For $|1-z|<u<1+z$ only the part from $u-z$ to $1$ contributes:

$$\operatorname{Im}F_L=\frac1{2z}\int_{u-z}^{1}\frac{\pi x}{2}\,dx=\frac{\pi}{8z}\left[1-(u-z)^2\right].$$

Absorption thus extends to $u=1+z$, whereas the Vlasov edge is at $u=1$. At $z=0.3$, $u=1.1$ the formula gives 0.471; a direct count of allowed transitions out of randomly sampled states in the Fermi sphere gives 0.470.

Both responses can also be checked by dynamics. In units $\hbar=m=k_F=1$, take a growing drive with $u=0.7+0.3i$, $z=0.3$ and Hartree coupling $v=10$. The expected ratio is $\delta n/U_{\rm ext}=\chi/(1-v\chi)$. Time-dependent Hartree orbitals give $-0.028136-0.031168i$, and self-consistent Newton trajectories give $-0.030995-0.032657i$. They agree with the Lindhard and Vlasov formulas, respectively, to all the digits shown.

## (d) Take $q\ll k_F$ at fixed $u$. Where does the limit fail?

**Answer.** Expand $F_V(x)$ about $x=u$ inside the window. The linear term averages to zero and the mean of $(x-u)^2$ is $z^2/3$, so $F_L=F_V+z^2F_V''/6+O(z^4)$. Using $L'=-2/(u^2-1)$,

$$F_V'=-\frac L2+\frac{u}{u^2-1},\qquad
F_V''=\frac1{u^2-1}-\frac{u^2+1}{(u^2-1)^2}=-\frac2{(u^2-1)^2}.$$

Thus

$$F_L=F_V-\frac{z^2}{3(u^2-1)^2}+O(z^4),\qquad u\ne\pm1 .$$

The Vlasov result is the limit $q/k_F\to0$ at every fixed real $u$ except $\pm1$. In the static case $u=0$ it gives $F_V=1$, which is Thomas-Fermi screening, with first correction $-z^2/3$.

The expansion needs the window to stay away from the logarithmic singularity, that is, $z\ll|1-|u||$. At $u=1$, $F_V$ diverges, but the average is finite. Inserting $g(1\pm z)$, for $z<2$,

$$F_L(1,z)=\frac12-\frac18\left[(2+z)\ln\frac{2+z}{z}+(2-z)\left(\ln\frac{2-z}{z}-i\pi\right)\right].$$

For small $z$ this becomes

$$F_L(1,z)\simeq\frac12-\frac12\ln\frac2z+\frac{i\pi}4-\frac{i\pi z}8 .$$

A small $q/k_F$ alone is therefore not sufficient near the edge of the pair continuum.

## (e) Find the plasmon at small $q$ and the leading difference between the two theories.

**Answer.** At nonzero plasmon frequency, $q\to0$ means $u\to\infty$, a different limit from that in (d). With $L=2(u^{-1}+u^{-3}/3+u^{-5}/5+\dots)$,

$$F_L\simeq-\frac1{3u^2}-\frac1{u^4}\left(\frac15+\frac{z^2}3\right),$$

where the $z^2$ term is the recoil correction from (d). Also

$$\frac{k_{TF}^2v_F^2}{3}=\frac{e^2k_F^3}{3\pi^2\varepsilon_0m}=\frac{n_0e^2}{\varepsilon_0m}=\omega_p^2 .$$

The condition $\varepsilon=0$ becomes $\omega^2=\omega_p^2[1+(\tfrac35+z^2)q^2v_F^2/\omega^2]$. Replacing $\omega^2$ by $\omega_p^2$ inside the small term,

$$\omega^2\simeq\omega_p^2+\frac35q^2v_F^2+\frac{\hbar^2q^4}{4m^2},$$

since $z^2q^2v_F^2=\hbar^2q^4/4m^2$. The last term is absent from Vlasov theory. Further $q^4$ terms common to both theories have been dropped, so it is the leading difference between them, not the full $q^4$ coefficient.

## (f) Take $n_0=2.5\times10^{22}$ cm$^{-3}$, roughly the valence density of sodium, and $q=1$ nm$^{-1}$. Does recoil matter, and is it the largest omission of Vlasov theory?

**Answer.** The density gives $k_F=(3\pi^2n_0)^{1/3}=9.046$ nm$^{-1}$, $E_F=3.12$ eV and $k_{TF}=14.75$ nm$^{-1}$. Hence $z=1/(2\times9.046)=0.0553$ and $\hbar qv_F=0.689$ eV.

At $u=0.5$, the correction from (d) is $-0.0553^2/(3\times0.75^2)=-0.0018$. The full functions are $F_V=0.7253+0.7854i$ and $F_L=0.7235+0.7854i$, a difference of 0.17 % of $|F_L|$. At $u=0.9$ it is 2.1 %, because the edge is near. At $u=1$, $F_L=-1.29+0.76i$ while $F_V$ diverges. With $u=0.5$ held fixed, the difference grows to 7.1 % at $q=6$ nm$^{-1}$ and 57 % at 12 nm$^{-1}$.

The plasmon energy is 5.8955 eV from Vlasov and 5.8956 eV from Lindhard. The recoil energy is $\hbar^2q^2/2m=z\hbar qv_F=0.0381$ eV, so the estimated shift is $0.0381^2/(2\times5.895)$ eV $=0.123$ meV; the two roots differ by 0.124 meV.

Exchange, estimated in a static local approximation, shifts this plasmon more. The local exchange energy density is $-\tfrac34(3/\pi)^{1/3}(e^2/4\pi\varepsilon_0)n^{4/3}$. Its second derivative, with $n_0^{-2/3}=(3\pi^2)^{2/3}/k_F^2$, is $-e^2/(4\varepsilon_0k_F^2)$. Added to $e^2/(\varepsilon_0q^2)$, it multiplies the interaction by $1-q^2/4k_F^2=1-z^2$. The plasmon falls by 8.9 meV, about 70 times the recoil shift. In $\omega^2$ the two changes are about $-z^2\omega_p^2$ and $+z^2q^2v_F^2$, whose magnitudes differ by the factor $(\omega_p/qv_F)^2$. The static kernel is itself an approximation at the plasmon frequency: at small $q$ the high-frequency limit of exchange is 0.6 times as strong, which gives a fall of about 5 meV, still more than 40 times the recoil shift. Keeping recoil while dropping exchange therefore does not improve the plasmon energy here. These figures are for exchange alone. Correlation is not small at this density: added to the kernel, it changes the fall to about 10 meV in the static limit and about 2 meV in the high-frequency limit, both still well above the recoil shift.

Real sodium departs further from the model. Its plasmon lies at roughly 5.7 eV at small $q$, below the model's 5.87 eV at $q=0$. A rough core polarizability $\alpha=0.15$ Å$^3$ gives $y=4\pi n_0\alpha$ and $\varepsilon_{\rm core}=1+y/(1-y/3)=1.048$; replacing the 1 in $\varepsilon$ by this value lowers the plasmon at $q=1$ nm$^{-1}$ by 135 meV, the largest shift estimated here. A rough resistivity of 5 μΩ cm gives $\tau=m/(n_0e^2\rho)=28$ fs and $1/(qv_F\tau)=0.034$. This is comparable with $z$, so collisions should blur the edge at $u=1$ about as much as recoil does. Away from the edge they outweigh recoil, because they enter at first order in $1/(qv_F\tau)$ and recoil only at order $z^2$: at $u=0.5$ a number-conserving relaxation-time model changes $F$ by about 3 %, against 0.17 % from recoil. Warming to 300 K at fixed density changes $F$ at $u=0.5$ by about $10^{-4}$ of its magnitude. For a rough lattice Fourier component of 0.2 eV, the gap to the state coupled across the nearest zone face is 1.99 eV at $k_F$, and this one coupling, taken alone, shifts the level by about $0.2^2/1.99$ eV $=20$ meV, or 0.6 % of $E_F$. The plasmon lies above this interband threshold, and its resulting damping and shift are not estimated. Further values are in the numerical output.

## Table of computed values

```
TESTS (units hbar = m = k_F = 1)
drive: u = 0.7 +0.3i, z = 0.3, Hartree coupling = 10.0
Hartree orbitals, density/drive: -0.028136 -0.031168i
Lindhard formula, density/drive: -0.028136 -0.031168i
Newton paths, density/drive:     -0.030995 -0.032657i
Vlasov formula, density/drive:   -0.030995 -0.032657i
shift on halving time step: quantum 3.9e-09, classical 8.9e-10
Im F at u=0.5, z=0.3: pair count 0.786, formula 0.785
Im F at u=1.1, z=0.3: pair count 0.470, formula 0.471
EXAMPLE (sodium-like electron gas)
density n0 = 2.50e+22 cm^-3, wavenumber q = 1.0 nm^-1
k_F = 9.046 nm^-1, k_TF = 14.753 nm^-1
v_F = 1.0472e+06 m/s, E_F = 3.118 eV
N0 = 1.2028e+22 eV^-1 cm^-3
q/k_F = 0.1105, z = 0.05527, hbar q v_F = 0.6893 eV
u=0.0: F_V = 1.00000 +0.00000i, F_L = 0.99898 +0.00000i, |F_L-F_V|/|F_L| = 0.102 %
u=0.5: F_V = 0.72535 +0.78540i, F_L = 0.72353 +0.78540i, |F_L-F_V|/|F_L| = 0.170 %
u=0.9: F_V = -0.32500 +1.41372i, F_L = -0.35604 +1.41372i, |F_L-F_V|/|F_L| = 2.129 %
u=1.5: F_V = -0.20708 +0.00000i, F_L = -0.20773 +0.00000i, |F_L-F_V|/|F_L| = 0.315 %
u=1.0: F_V diverges, F_L = -1.29450 +0.76369i
u=0.5, q=1 nm^-1 (z=0.0553): F_L = 0.72353 +0.78540i, difference 0.17 %
u=0.5, q=3 nm^-1 (z=0.1658): F_L = 0.70868 +0.78540i, difference 1.58 %
u=0.5, q=6 nm^-1 (z=0.3316): F_L = 0.65292 +0.78540i, difference 7.09 %
u=0.5, q=12 nm^-1 (z=0.6633): F_L = 0.38844 +0.57627i, difference 57.06 %
epsilon at u=0.5, q=1 nm^-1: Vlasov 158.87 +170.94i
epsilon at u=0.5, q=1 nm^-1: Lindhard 158.48 +170.94i
plasmon energy at q=0: 5.87121 eV
plasmon at q, leading dispersion: 5.89543 eV
plasmon at q: Vlasov 5.895472 eV, Lindhard 5.895596 eV
plasmon u = 8.553
recoil shift: roots 0.1245 meV, estimate 0.1231 meV
NEGLECTED EFFECTS
local exchange: factor q^2/(4 k_F^2) = 0.00306, plasmon shift -8.94 meV
ion cores (rough 0.15 A^3): epsilon_core = 1.048, plasmon shift -135 meV
collisions (rough 5 uohm cm): tau = 28 fs, hbar/tau = 23 meV
collisions: 1/(q v_F tau) = 0.034
300 K: kT/E_F = 0.00829, relative change of F at u=0.5 = 9.50e-05
lattice (rough V = 0.2 eV): interband threshold 1.99 eV
lattice: level shift at k_F = 20 meV, 0.6 % of E_F
```
